# Crossover from extrinsic to intrinsic diffusion in heavily doped silicon

## Problem

A silicon layer contains donors at a local concentration $N=10^{19}\ \mathrm{cm^{-3}}$. The Morin-Maita formula for the intrinsic carrier density of silicon is

$$
n_i^2=1.5\times10^{33}\,T^3\exp\!\left(-\frac{1.21\ \mathrm{eV}}{kT}\right),
$$

with $n_i$ in $\mathrm{cm^{-3}}$ and $T$ in kelvin. Diffusion conditions are called extrinsic when $n_i<N$ and intrinsic when $n_i>N$.

(a) Estimate the temperature at which $n_i=N$.

(b) Find the electron density at that temperature, and the factor by which diffusion through neutral donor-defect pairs exceeds its intrinsic rate.

(c) Find how wide the crossover is, and compare furnace anneals at 900, 1000 and 1100 °C.

(d) Judge how many kelvin the answer to (a) can be trusted to.

For (a) to (c), take the donors as fully ionized and uncompensated, and the carriers as obeying Boltzmann statistics. The doping varies slowly enough for each region to be electrically neutral. Native point defects are in thermal equilibrium, and the pairs are few compared with the donors.

## Solution

### (a) The crossing temperature

The square root of the formula is

$$
n_i=A\,T^{3/2}e^{-b/T},
$$

$$
A=\sqrt{1.5\times10^{33}}=3.873\times10^{16}\ \mathrm{cm^{-3}\,K^{-3/2}},\qquad
b=\frac{0.605\ \mathrm{eV}}{k}=7020.7\ \mathrm K .
$$

The energy is halved because the root halves the exponent. Set $n_i=N$, divide by $A$ and take logarithms, with $T$ and $N/A$ standing for their numerical values in the units above:

$$
\tfrac32\ln T-\frac bT=\ln\frac NA .
$$

Solving for the $T$ in the second term gives a form suited to iteration:

$$
T=\frac{b}{\tfrac32\ln T-\ln(N/A)} .
$$

Here $N/A=258.2$ and $\ln(N/A)=5.554$. A first guess of 1000 K gives

$$
T=\frac{7020.7}{1.5\times6.908-5.554}\ \mathrm K=1460\ \mathrm K .
$$

Further steps give 1306, 1348, 1336 and 1339 K. The values alternate about the solution and close in on it. To see why, differentiate the right-hand side with respect to $T$:

$$
-\frac{b}{[\tfrac32\ln T-\ln(N/A)]^2}\,\frac{3}{2T}.
$$

At the solution the bracket equals $b/T$, so this slope is $-3T/(2b)=-0.286$. Near the solution, each step therefore reverses the sign of the error and reduces it to about 0.29 of its former size.

The equation also has a closed solution. Raise $T^{3/2}e^{-b/T}=N/A$ to the power $2/3$ and define $a=2b/3=4680.5$ K:

$$
T e^{-a/T}=(N/A)^{2/3}.
$$

With $u=a/T$ this becomes $(a/u)e^{-u}=(N/A)^{2/3}$, or $ue^u=a(N/A)^{-2/3}$. The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so

$$
T=\frac{a}{W\!\left(a(N/A)^{-2/3}\right)}=1338.5\ \mathrm K .
$$

The estimate is thus about **1340 K**, or 1065 °C. There is one such temperature, because $n_i$ rises steadily with $T$:

$$
S\equiv\frac{d\ln n_i}{d\ln T}=\frac32+\frac bT>0 .
$$

At the crossing $S=6.75$. A small fractional error in a density therefore gives a fractional error in temperature about seven times smaller:

$$
\frac{\delta T}{T}\simeq\frac{\delta\ln N}{S}.
$$

For a doping 10% higher, this predicts a shift of $1338.5\times\ln(1.1)/6.75=18.9$ K. Solving the full equation again gives 19.2 K.

### (b) Carriers and pair diffusion at the crossing

**Electron density.** Neutrality requires $n-p=N$, and mass action gives $np=n_i^2$. Substituting $p=n_i^2/n$ and multiplying by $n$ gives $n^2-Nn-n_i^2=0$. The positive root, divided by $n_i$, is

$$
r\equiv\frac n{n_i}=\frac{c+\sqrt{c^2+4}}2,\qquad c\equiv\frac N{n_i}.
$$

At the crossing $c=1$, so $r=(1+\sqrt5)/2=1.618$. The electron density is $1.62\times10^{19}\ \mathrm{cm^{-3}}$ and the hole density is $6.2\times10^{18}\ \mathrm{cm^{-3}}$. The donors still unbalance the carriers considerably, although the host could supply $10^{19}\ \mathrm{cm^{-3}}$ of each kind by itself.

**Charged defects.** Let $X$ be a vacancy or a self-interstitial that can accept an electron at the level $E_a$. In equilibrium,

$$
\frac{[X^-]}{[X^0]}=g\,e^{(E_F-E_a)/kT},
$$

where $g$ is a degeneracy factor. Forming a neutral defect exchanges no electron with the bands, so at a given temperature $[X^0]$ does not depend on the Fermi level $E_F$. Dividing by the same expression for intrinsic material, where $E_F=E_i$, removes $g$ and $E_a$:

$$
\frac{[X^-]}{[X^-]_i}=e^{(E_F-E_i)/kT}=\frac n{n_i}.
$$

The last equality is the Boltzmann relation for electrons. At the crossing, $E_F-E_i=kT\ln r=0.1153\times0.481\ \mathrm{eV}=0.0555$ eV.

**Pair flux.** A positive donor and a negative defect form a neutral pair. By mass action the pair density is proportional to the donor density $C$ and to $[X^-]$, so $C_{\rm pair}=\alpha C\,n/n_i$, where $\alpha$ depends on temperature alone. The pair is neutral and feels no drift force. With pair diffusivity $d$,

$$
J=-d\,\nabla C_{\rm pair}
=-\frac{d\alpha}{n_i}\left(n+C\frac{dn}{dC}\right)\nabla C .
$$

From $n=\tfrac12\left(C+\sqrt{C^2+4n_i^2}\right)$,

$$
\frac{dn}{dC}=\frac12\left(1+\frac{C}{\sqrt{C^2+4n_i^2}}\right)=\frac{n}{\sqrt{C^2+4n_i^2}} .
$$

Taking out the factor $n$ gives $J=-D\nabla C$ with

$$
D=d\alpha\,\frac n{n_i}\,h,\qquad
h=1+\frac{C}{\sqrt{C^2+4n_i^2}} .
$$

When $C\to0$, both $n/n_i$ and $h$ tend to 1, so the intrinsic diffusivity is $D_i=d\alpha$. Hence

$$
\frac D{D_i}=\frac n{n_i}\,h .
$$

At the crossing $C=n_i$, so $h=1+1/\sqrt5=1.447$ and $D/D_i=1.618\times1.447=2.34$. Pair diffusion is still more than twice as fast as in lightly doped silicon at the same temperature. The condition $n_i=N$ marks the middle of a gradual change.

**Other pairs.** The factor $h$ is also the effect of the built-in electric field. In equilibrium, a gradient of $n$ is accompanied by a field $\mathcal E=-(kT/e)\nabla n/n$. A donor paired with a neutral defect is positive, and its density is proportional to $C$. With the Einstein relation between mobility and diffusivity, its flux is proportional to

$$
-\nabla C-\frac Cn\nabla n=-\left(1+\frac Cn\frac{dn}{dC}\right)\nabla C=-h\nabla C .
$$

This channel gains the factor $h$ but not $n/n_i$. If a fraction $f$ of the intrinsic diffusivity comes from neutral pairs and the rest from positive pairs, then

$$
\frac D{D_i}=h\left[(1-f)+f\,\frac n{n_i}\right].
$$

At the crossing this lies between 1.45 for $f=0$ and 2.34 for $f=1$. Doubly negative defects, left out here, would add a term in $(n/n_i)^2$.

### (c) Width of the crossover and furnace anneals

Since $p/n_i=1/r$, neutrality reads $r-1/r=N/n_i$. A chosen ratio $r$ is therefore reached when

$$
\frac{n_i}{N}=\frac1{r-1/r}.
$$

For $r=3$ this is $n_i=0.375N$, reached at 1166 K. For $r=1.2$ it is $n_i=2.73N$, reached at 1568 K. The fall of $n/n_i$ from 3 to 1.2 thus takes about 400 K.

For $r=1.1$ the formula gives 1757 K, above the melting point of silicon at roughly 1690 K. At melting it gives $n/n_i=1.13$. The margin of 67 K is comparable with the uncertainty found in (d), so it does not prove that the solid can never come within 10% of $n=n_i$. It does show that the approach is slow: $n_i$ must be about five times the doping before the excess falls to 10%.

The table holds the doping at $10^{19}\ \mathrm{cm^{-3}}$ and takes all diffusion to proceed by neutral pairs.

| Temperature (°C) | $n_i$ ($10^{18}\ \mathrm{cm^{-3}}$) | $n/n_i$ | $D/D_i$ |
|---:|---:|---:|---:|
| 900 | 3.9 | 2.90 | 5.2 |
| 1000 | 7.1 | 1.93 | 3.0 |
| 1065 | 10.0 | 1.62 | 2.3 |
| 1100 | 11.9 | 1.51 | 2.1 |

Each $D/D_i$ compares doped with intrinsic silicon at one temperature. Its fall down the table does not mean that $D$ itself falls, since $D_i$ also depends on temperature.

Two limits give a check on the full formula for $D/D_i$. For $c\gg1$, $n/n_i\simeq c$ and $h\simeq2$, so $D/D_i\simeq2c$. At 900 °C, $c=10/3.92=2.55$ and the limit gives 5.1, close to the full value 5.2. The agreement is this close because two errors cancel: the limit takes $n/n_i$ about 12% too low and $h$ about 12% too high. For $c\ll1$, $n/n_i\simeq1+c/2$ and $h\simeq1+c/2$, so $D/D_i\simeq1+c$. At melting $c=1/4.22=0.24$, and the limit gives 1.24 against the full value 1.26.

The second column can also be read as a threshold. At 900 °C a region is on the extrinsic side if its net doping exceeds $3.9\times10^{18}\ \mathrm{cm^{-3}}$, and at 1100 °C if it exceeds $1.2\times10^{19}\ \mathrm{cm^{-3}}$.

### (d) How far to trust 1340 K

**The intrinsic density.** The formula is used here as an extrapolation to high temperature. An alternative is the band expression $n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}$, where $N_c$ and $N_v$ are the effective densities of states. Take a rough gap of $1.17-4.73\times10^{-4}T^2/(T+636)$ eV and a rough electron mass of $1.08\,m_e$. The crossing then comes at 1369 K for a hole mass of $0.80\,m_e$ and at 1317 K for $1.15\,m_e$. These two hole masses thus move the answer by 20 to 30 K, in opposite directions. Other masses can move it further: with $1.18\,m_e$ for electrons and $1.30\,m_e$ for holes, the crossing comes at 1289 K, about 50 K lower.

The gap in this model is 0.74 eV at the crossing, far below the 1.21 eV in the Morin-Maita exponent. The two energies need not be equal. If the gap falls linearly, $E_g=E_0-\gamma T$, then $e^{-E_g/2kT}=e^{\gamma/2k}e^{-E_0/2kT}$. The fall of the gap goes into the prefactor, and the exponent keeps the larger energy $E_0$. For the rough gap used here, the tangent gives $E_0=1.23$ eV at 500 K and 1.31 eV at the crossing. The agreement with 1.21 eV is therefore only approximate, and it is poorer at high temperature.

**Degeneracy.** With $N_c=2.65\times10^{20}\ \mathrm{cm^{-3}}$ at the crossing, $n/N_c=0.06$, so Boltzmann statistics should be good. Fermi-Dirac statistics, with the same $n_i$, give $n/n_i=1.616$ and $e^{(E_F-E_i)/kT}=1.630$. Both are within 1% of 1.618.

**Incomplete ionization.** For a single donor level with binding energy $E_d$ and spin factor 2, the ionized fraction is

$$
\frac{N^+}{N}=\frac1{1+2(n/N_c)e^{E_d/kT}} .
$$

With a rough $E_d=0.045$ eV, the condition $N^+=n_i$ is met at 1309 K, where 86% of the donors are ionized. The shift is −29 K. This number depends strongly on which bound states are counted. A donor in silicon has ten more spin and valley states a little above the lowest two. If they are included with a rough binding energy of 0.033 eV, the same calculation gives a shift of about −96 K. Screening acts the other way, because it weakens the binding. In a hydrogen-like model, with the mass chosen to reproduce each unscreened binding energy, screening over the 1.8 nm found below leaves about 5 meV of the 0.045 eV and less than 1 meV of the 0.033 eV. Both are far below $kT=115$ meV, and an electron held so weakly hardly differs from a free one. The donors are also too close together to act as isolated centres: with Bohr radii $a_B$ of 1.4 to 1.9 nm, $N^{1/3}a_B$ is 0.29 to 0.40, above the Mott value of about 0.26 at which the donor levels merge into a band. Counting these states as full traps therefore probably overstates both shifts.

**Gap narrowing.** Mobile carriers screen a charge over the Debye length

$$
L=\sqrt{\frac{\varepsilon kT}{e^2(n+p)}}=1.83\ \mathrm{nm},
$$

for a rough relative permittivity of 11.7 and $n+p=\sqrt5\,N=2.24\times10^{19}\ \mathrm{cm^{-3}}$. At a distance $r$ (here a length, not the ratio $n/n_i$), the screened potential of a charge $e$ is $e\,e^{-r/L}/(4\pi\varepsilon r)$. Subtracting the bare potential and letting $r\to0$ leaves $-e/(4\pi\varepsilon L)$, the potential of the screening cloud at the charge. The cloud grows in proportion to the charge, so the work of charging contains a factor $\tfrac12$, and each carrier is lowered by $e^2/(8\pi\varepsilon L)$. An electron and a hole together reduce the gap by

$$
\Delta E=\frac{e^2}{4\pi\varepsilon L}=67\ \mathrm{meV}.
$$

This multiplies $n_i$ by $e^{\Delta E/2kT}$ and would move the crossing to 1279 K, a shift of −60 K.

The whole shift applies only if the extrapolated formula contains none of this narrowing. It probably contains little, because it is extrapolated from lower temperatures, where the narrowing in intrinsic silicon is small: about 5 meV at 700 K and 16 meV at 900 K. For a relative permittivity of 12 this intrinsic narrowing equals $7.1\times10^{-10}(n_i/T)^{1/2}$ eV, a term often added to the Morin-Maita formula at high temperature. With it the crossing comes at 1284 K, and $n_i$ at 900, 1000 and 1100 °C rises to 4.9, 9.3 and $16.5\times10^{18}\ \mathrm{cm^{-3}}$. A formula fitted at the crossing temperature itself would contain most of the narrowing, because intrinsic silicon at that temperature already has $n+p=2n_i=2.0\times10^{19}\ \mathrm{cm^{-3}}$, nearly as many carriers as the doped layer. The extra mobile carriers in the doped layer add only 3.7 meV, which shifts the crossing by −3 K (the "doping part" in the output).

The randomly placed donors narrow the gap as well. Their screened potentials give a carrier a fluctuating potential energy with variance

$$
w^2=N\int\left(\frac{e^2e^{-r/L}}{4\pi\varepsilon r}\right)^2 4\pi r^2\,dr=\frac{Ne^4L}{8\pi\varepsilon^2}.
$$

To second order, averaging the Boltzmann factor over these fluctuations acts like lowering each carrier's energy by $w^2/2kT$. For an electron and a hole together this is $w^2/kT\approx15$ meV. With the 3.7 meV, the shift due to doping becomes about −16 K. The Debye picture is itself rough here, because a sphere of radius $L$ holds on average $\tfrac43\pi L^3(n+p)\approx0.6$ carriers, too few for a smooth screening cloud. It also treats the carriers as points, although the thermal wavelength $h/\sqrt{2\pi mkT}$ is about 3.6 nm, twice $L$, for the single-valley electron mass of about $0.33\,m_e$ (the value $1.08\,m_e$ includes the six valleys). This makes the estimated narrowing somewhat too large: allowing for the finite wavelength lowers the 67 meV to roughly 55 meV and the 15 meV to roughly 10 meV.

The crossing is therefore about 1340 K with an uncertainty of several tens of kelvin, more likely on the low side. A larger error on the low side is not excluded: the heavier masses above, combined with all twelve donor states counted as full traps, would put the crossing near 1210 K. The choice of $n_i$ model can move it either way, while ionization and narrowing would both lower it.

### Comparison with real silicon layers

A doping of $10^{19}\ \mathrm{cm^{-3}}$ is heavy but not extreme: contact regions of transistors are often doped to roughly $10^{20}\ \mathrm{cm^{-3}}$. Anneals at 900 to 1100 °C are ordinary furnace conditions. A real diffused layer has a concentration profile, so at one temperature its peak can be extrinsic while its tail is intrinsic. The local estimate applies if the profile varies over lengths much greater than the Debye length, about 2 nm at the crossing. Unintended acceptors lower the net doping, and a 10% reduction lowers the crossing by about 20 K.

Ion implantation creates extra point defects, so defect equilibrium can fail during the anneal that follows. If the defect density is everywhere $s$ times its equilibrium value, the pair density and the diffusivity are also multiplied by $s$, as long as the pairs remain few compared with the donors. Even within this limit, $s$ can far exceed the factors in the table. For still larger $s$ the pairs use up the free donors, and the growth levels off. The crossing temperature does not move in this model, because it is set by carrier densities alone. The numerical output below lists most of the values used here.

## Table of computed values

```
Donor density N: 1.00e+19 cm^-3
Prefactor A: 3.8730e+16 cm^-3 K^-1.5
b = 0.605 eV/k: 7020.7 K
N/A: 258.20 K^1.5
ln(N/A): 5.5537
Iterate 0: 1000.0 K
Iterate 1: 1460.2 K
Iterate 2: 1306.0 K
Iterate 3: 1348.0 K
Iterate 4: 1335.8 K
Iterate 5: 1339.3 K
Slope of iteration at crossing: -0.286
Lambert form, a = 2b/3: 4680.5 K
Crossing temperature: 1338.5 K = 1065 C
kT at crossing: 0.1153 eV
n_i at 1340 K: 1.008e+19 cm^-3
At crossing: n 1.618e+19, p 6.180e+18 cm^-3
At crossing: n/n_i 1.618, h 1.447, pair factor 2.342
E_F - E_i at crossing: 0.0555 eV
Sensitivity S: 6.75
Shift for N 10 % higher: direct 19.2 K, from S 18.9 K
900 C (1173 K): n_i 3.92e+18 cm^-3, n/n_i 2.90, pair factor 5.18
1000 C (1273 K): n_i 7.09e+18 cm^-3, n/n_i 1.93, pair factor 3.04
1100 C (1373 K): n_i 1.19e+19 cm^-3, n/n_i 1.51, pair factor 2.09
n/n_i = 3.0 at n_i/N = 0.375: 1166 K
n/n_i = 2.0 at n_i/N = 0.667: 1262 K
n/n_i = 1.2 at n_i/N = 2.727: 1568 K
n/n_i = 1.1 at n_i/N = 5.238: 1757 K
Melting point (rough input): 1690 K
At melting: n_i 4.22e+19 cm^-3, n/n_i 1.125, pair factor 1.258
Rough gap input: 1.17 - 4.73e-4 T^2/(T + 636) eV
Gap from this at crossing: 0.741 eV
Electron mass (rough input): 1.08 m_e
Band-model crossing, hole mass 0.80 m_e: 1369 K
Band-model crossing, hole mass 1.15 m_e: 1317 K
Conduction-band density Nc at crossing: 2.65e+20 cm^-3
Fermi-Dirac: n/n_i 1.616, exp((E_F-E_i)/kT) 1.630
Donor binding (rough input): 0.045 eV
Single-level donors: ionized 86 %, crossing 1309 K, shift -29 K
Relative permittivity (rough input): 11.7
Debye length at crossing: 1.83 nm
Gap narrowing, whole: 67 meV, crossing 1279 K, shift -60 K
Gap narrowing, doping part: 3.7 meV, crossing 1335 K, shift -3.1 K
```
